# Ultrasoft pseudopotential forces under a constant shift of the effective potential

**Result.** Add a constant $c$ to the effective potential of an ultrasoft-pseudopotential calculation, everywhere that potential enters, at fixed electron number. The force on each atom is

$$
\mathbf F_I=-\partial_I U_{\rm ion}-\int n\,\partial_I V_{\rm ion}\,d\mathbf r-\sum_{nm}\rho^I_{nm}\int V_{\rm eff}\,\partial_I Q^I_{nm}\,d\mathbf r-\sum_i f_i\sum_{nm}\left(D^I_{nm}-\varepsilon_i q^I_{nm}\right)\partial_I P^I_{nm,i},
$$

and it does not change. In the last term $D\to D+cq$ and $\varepsilon_i\to\varepsilon_i+c$, so $D-\varepsilon_i q$ stays the same. This cancellation is the central reason. It rests on $H\to H+cS$, which leaves the orbitals, the occupations and the density unchanged, and two more facts are needed. The augmentation term is invariant because $\int\partial_I Q\,d\mathbf r=0$, and the local term is invariant because $c$ does not depend on the atomic positions.

Here $\partial_I=\partial/\partial\mathbf R_I$ is taken at fixed orbitals. The other symbols are defined below as they arise. Hartree atomic units are used.

## 1. One electron, one projector

Take one electron in a given potential $V(\mathbf r)$ and one atom at $\mathbf R$. The atom carries a projector $\beta(\mathbf r-\mathbf R)$ and an augmentation function $Q(\mathbf r-\mathbf R)$. Define

$$
q=\int Q\,d\mathbf r,\qquad D=D^0+\int VQ\,d\mathbf r,
$$

$$
S=1+q|\beta\rangle\langle\beta|,\qquad H=T+V+D|\beta\rangle\langle\beta| .
$$

The numbers $D^0$ and $q$ are fixed properties of the atom, and $T$ is the kinetic energy. The smooth orbital obeys $H\varphi=\varepsilon S\varphi$ with $\langle\varphi|S|\varphi\rangle=1$. The augmentation function restores the charge that the smooth orbital lacks near the atom, which is why the overlap operator $S$ replaces the identity.

The energy is $\varepsilon=\langle\varphi|H|\varphi\rangle$. When the atom moves, both the orbital and the operators change:

$$
d\varepsilon=\langle d\varphi|H|\varphi\rangle+\langle\varphi|H|d\varphi\rangle+\langle\varphi|\partial H|\varphi\rangle .
$$

With $H\varphi=\varepsilon S\varphi$, the first two terms are $\varepsilon\left(\langle d\varphi|S|\varphi\rangle+\langle\varphi|S|d\varphi\rangle\right)$. In general they do not vanish, because the normalization condition itself moves with the atom. Differentiating $\langle\varphi|S|\varphi\rangle=1$ gives

$$
\langle d\varphi|S|\varphi\rangle+\langle\varphi|S|d\varphi\rangle=-\langle\varphi|\partial S|\varphi\rangle .
$$

Therefore

$$
d\varepsilon=\langle\varphi|\partial H-\varepsilon\,\partial S|\varphi\rangle .
$$

The operator derivatives follow from the product rule:

$$
\partial S=q\,\partial(|\beta\rangle\langle\beta|),\qquad
\partial H=\partial V+(\partial D)|\beta\rangle\langle\beta|+D\,\partial(|\beta\rangle\langle\beta|),
$$

$$
\partial D=\int Q\,\partial V\,d\mathbf r+\int V\,\partial Q\,d\mathbf r .
$$

Let $P=\langle\varphi|\beta\rangle\langle\beta|\varphi\rangle$. Collecting terms,

$$
\frac{d\varepsilon}{d\mathbf R}=\int\left(|\varphi|^2+QP\right)\partial V\,d\mathbf r+P\int V\,\partial Q\,d\mathbf r+(D-\varepsilon q)\,\partial P .
$$

The combination $D-\varepsilon q$ has two origins: $D$ comes from the moving Hamiltonian and $-\varepsilon q$ from the moving normalization.

Now let $V\to V+c$. Then $D\to D+c\int Q\,d\mathbf r=D+cq$, and

$$
H\to H+c+cq|\beta\rangle\langle\beta|=H+cS .
$$

The same $\varphi$ is still an eigenfunction, since $(H+cS)\varphi=(\varepsilon+c)S\varphi$. Hence

$$
(D+cq)-(\varepsilon+c)q=D-\varepsilon q .
$$

**Limit: a flat potential.** Put this atom in one dimension with $V=v_0$ everywhere, an even projector and a nondegenerate bound state. Moving the atom cannot change the energy, so the force must vanish. In the formula, $\partial V=0$ and $\int v_0\,\partial Q\,dx=0$. The bound state has definite parity about the atom. If it is odd, $\langle\beta|\varphi\rangle=0$ and $\partial P=0$. If it is even, $\partial P$ contains the overlap of the odd function $\beta'$ with an even function, which is zero. The formula gives no force, for any $v_0$.

## 2. Many electrons with self-consistency

Let atom $I$ have projectors $\beta^I_n$ and functions $Q^I_{nm}$, all moving rigidly with it. For orbital $i$ with occupation $f_i$, define

$$
P^I_{nm,i}=\langle\varphi_i|\beta^I_n\rangle\langle\beta^I_m|\varphi_i\rangle,\qquad
\rho^I_{nm}=\sum_i f_iP^I_{nm,i},
$$

$$
n(\mathbf r)=\sum_i f_i|\varphi_i|^2+\sum_{I,nm}Q^I_{nm}\rho^I_{nm},\qquad
S=1+\sum_{I,nm}q^I_{nm}|\beta^I_n\rangle\langle\beta^I_m| ,
$$

with $q^I_{nm}=\int Q^I_{nm}\,d\mathbf r$ and $\langle\varphi_i|S|\varphi_j\rangle=\delta_{ij}$. Integrating $n$ then gives $\sum_i f_i\langle\varphi_i|S|\varphi_i\rangle=\sum_i f_i=N$.

The energy is

$$
E=\sum_i f_i\langle\varphi_i|T|\varphi_i\rangle+\sum_{I,nm}D^{0,I}_{nm}\rho^I_{nm}+\int V_{\rm ion}n\,d\mathbf r+E_{\rm Hxc}[n]+U_{\rm ion},
$$

where $E_{\rm Hxc}$ is the Hartree plus exchange-correlation energy, taken as a functional of this $n$ alone, and $U_{\rm ion}$ is the ion-ion energy. The effective potential is $V_{\rm eff}=V_{\rm ion}+\delta E_{\rm Hxc}/\delta n$.

**The Hamiltonian.** Vary the bra $\langle\varphi_i|$. The density changes by

$$
\delta n=f_i\left[\delta\varphi_i^*\varphi_i+\sum_{I,nm}Q^I_{nm}\langle\delta\varphi_i|\beta^I_n\rangle\langle\beta^I_m|\varphi_i\rangle\right],
$$

and the density-dependent part of the energy by $\int V_{\rm eff}\,\delta n\,d\mathbf r$. The second piece of $\delta n$ adds $\int V_{\rm eff}Q$ to $D^0$. The total variation is $f_i\langle\delta\varphi_i|H|\varphi_i\rangle$ with

$$
H=T+V_{\rm eff}+\sum_{I,nm}D^I_{nm}|\beta^I_n\rangle\langle\beta^I_m|,\qquad
D^I_{nm}=D^{0,I}_{nm}+\int V_{\rm eff}Q^I_{nm}\,d\mathbf r .
$$

The orbitals are taken as converged eigenstates, $H\varphi_i=\varepsilon_iS\varphi_i$.

**Orbital response.** Move atom $I$ at fixed occupations. The change of the orbitals contributes

$$
\sum_i f_i\left(\langle d\varphi_i|H|\varphi_i\rangle+{\rm c.c.}\right)
=\sum_i f_i\varepsilon_i\left(\langle d\varphi_i|S|\varphi_i\rangle+{\rm c.c.}\right)
=-\sum_i f_i\varepsilon_i\langle\varphi_i|\partial_IS|\varphi_i\rangle .
$$

The last step uses the differentiated normalization, as in the one-electron case. Since the $q^I_{nm}$ are constants, $\langle\varphi_i|\partial_IS|\varphi_i\rangle=\sum_{nm}q^I_{nm}\,\partial_IP^I_{nm,i}$. In a finite basis the argument holds if the basis functions do not move with the atoms, as with plane waves. Then $d\varphi_i$ lies in the space where the eigenvalue equation is satisfied.

**Explicit dependence.** At fixed orbitals the density still changes, because $Q$ and $\beta$ move:

$$
\partial_In=\sum_{nm}\left(\rho^I_{nm}\,\partial_IQ^I_{nm}+Q^I_{nm}\,\partial_I\rho^I_{nm}\right).
$$

The explicit derivative of the energy is therefore

$$
\partial_IE=\partial_IU_{\rm ion}+\int n\,\partial_IV_{\rm ion}\,d\mathbf r+\sum_{nm}D^{0,I}_{nm}\,\partial_I\rho^I_{nm}+\int V_{\rm eff}\,\partial_In\,d\mathbf r .
$$

Insert $\partial_In$. Its second part combines with the $D^0$ term into $\sum_{nm}D^I_{nm}\,\partial_I\rho^I_{nm}$, and its first part leaves $\sum_{nm}\rho^I_{nm}\int V_{\rm eff}\,\partial_IQ^I_{nm}\,d\mathbf r$. Adding the orbital response and reversing the sign gives the force stated at the start, with $\partial_I\rho^I_{nm}=\sum_i f_i\,\partial_IP^I_{nm,i}$.

**Limits.** For one electron with $E_{\rm Hxc}=U_{\rm ion}=0$ and one projector, this is minus the derivative found in section 1. If all $Q$ vanish, then $q=0$ and $D=D^0$. The augmentation term disappears, and what remains is the force for a norm-conserving separable pseudopotential, in which no eigenvalue appears.

**Fractional occupations.** With electronic smearing, the force is minus the derivative of the free energy. At fixed orbitals $\partial E/\partial f_i=\langle\varphi_i|H|\varphi_i\rangle=\varepsilon_i$. The occupations make the free energy stationary at fixed $N$, so its derivative with respect to each $f_i$ equals the chemical potential $\mu$. Their response contributes $\mu\sum_i df_i=0$, and the force formula is unchanged.

## 3. The constant shift

Put the constant into the ionic potential, $V_{\rm ion}\to V_{\rm ion}+c$. For the old density the effective potential becomes $V_{\rm eff}+c$, so that

$$
D^I_{nm}\to D^I_{nm}+c\,q^I_{nm},
$$

$$
H\to H+c+c\sum_{I,nm}q^I_{nm}|\beta^I_n\rangle\langle\beta^I_m|=H+cS .
$$

The orbitals are the same and $\varepsilon_i\to\varepsilon_i+c$. With smearing, fixed $N$ requires $\mu\to\mu+c$. The differences $\varepsilon_i-\mu$, and with them the occupations, do not change. The old density thus reproduces itself and remains self-consistent.

Each term of the force can now be followed.

1. $U_{\rm ion}$ contains neither the potential nor the eigenvalues, so its derivative is unchanged.
2. The local term contains $\partial_I(V_{\rm ion}+c)=\partial_IV_{\rm ion}$ and the same density.
3. The augmentation term changes by
$$
-c\sum_{nm}\rho^I_{nm}\int\partial_IQ^I_{nm}\,d\mathbf r=-c\sum_{nm}\rho^I_{nm}\,\partial_Iq^I_{nm}=0,
$$
because the integral of a rigidly moving function does not depend on where the function sits.
4. The part with $D$ changes by $-cG_I$ and the part with $\varepsilon_iq$ by $+cG_I$, where
$$
G_I=\sum_i f_i\sum_{nm}q^I_{nm}\,\partial_IP^I_{nm,i}.
$$

The sum is unchanged. The separate $D$ and $\varepsilon q$ parts depend on the zero of potential whenever $G_I\neq0$, so neither has a physical meaning alone. The quantity $G_I$ measures how fast the norm of the fixed orbitals would drift as the atom moves. Shifting the zero of energy assigns an energy $c$ to that drift in one part and removes it in the other.

**Check from the energy.** The shift adds $c\int n\,d\mathbf r=cN$ to the energy of every admissible set of orbitals. The minimizing orbitals are the same, and $E\to E+cN$ at every geometry. With $c$ and $N$ fixed, the derivative with respect to $\mathbf R_I$ is the same. This argument does not use the force formula.

**Limit $q=0$.** Then $G_I=0$, $D$ does not change, and the two parts are invariant separately.

## 4. Where the result fails

**The constant depends on the geometry.** If $c=c(\mathbf R_1,\mathbf R_2,\dots)$, the energy gains $N\,c(\mathbf R)$ and the force on atom $I$ gains $-N\,\partial_Ic$. The combination $D-\varepsilon q$ is still invariant. The extra force enters through the local term, where $\int n\,\partial_Ic\,d\mathbf r=N\,\partial_Ic$.

**The shift is left out of $D$.** Then $H$ changes by $c$ times the identity instead of by $cS$:

$$
H+c=(H+cS)-c\sum_{I,nm}q^I_{nm}|\beta^I_n\rangle\langle\beta^I_m| .
$$

The last operator is in general not a multiple of $S$, so the levels do not all move by $c$ and the orbitals can change. To first order in $c$, a nondegenerate level moves by

$$
c\,\langle\varphi_i|\varphi_i\rangle=c\left(1-\sum_{I,nm}q^I_{nm}P^I_{nm,i}\right),
$$

where the equality is the normalization $\langle\varphi_i|S|\varphi_i\rangle=1$ written out.

**The integrals are inconsistent.** On a numerical grid, the $q$ used in $S$ must agree with the grid sum of $Q$ that enters $D$. Otherwise $H$ does not change by $cS$. If that grid sum depends on the atomic position, item 3 above leaves a remainder $-c\sum_{nm}\rho^I_{nm}\,\partial_Iq^I_{nm}$ in the force formula as written. When $S$ uses the same position-dependent sum at every geometry, $H\to H+cS$ still holds. Then $\partial_IS$ adds a term $+\sum_i f_i\varepsilon_i\sum_{nm}P^I_{nm,i}\,\partial_Iq^I_{nm}$ to the force, and its change under the shift cancels the remainder. When $q$ in $S$ is held fixed instead, the remainder stays.

## 5. A worked model

The example is a periodic one-dimensional cell of length 12.0 bohr with two different atoms at 4.6 and 7.3 bohr. It is a model with round parameters, not a material. Each atom has a Gaussian well (depths 2.0 and 1.6 hartree), one even and one odd projector, and augmentation functions that include a dipole. Four electrons fill two orbitals, $f_i=2$. They interact through a screened Hartree term and a local term cubic in the density, and $U_{\rm ion}=0$. The model is solved self-consistently from the same starting density at $c=0$ and at $c=0.75$ hartree.

**The combination $D-\varepsilon q$.** For the even projector of atom 1, $q_{00}=0.50$. Its coefficient should therefore rise by $0.75\times0.50=0.375$ hartree. The computed $D_{00}$ goes from $-0.396140$ to $-0.021140$ hartree, which is this amount. The lower level goes from $-0.773808$ to $-0.023808$ hartree, a rise of $0.75$. In hartree,

$$
c=0:\quad -0.396140+0.773808\times0.50=-0.009236,
$$

$$
c=0.75:\quad -0.021140+0.023808\times0.50=-0.009236 .
$$

For the upper level the combination is $-0.166170$ hartree in both runs. The value differs from one orbital to the next, but each value is the same in both runs. Every $\varepsilon_i$ rises by the same $c$, so the cancellation holds for each orbital separately.

**The forces.** For atom 1, in hartree/bohr:

| Term | $c=0$ | $c=0.75$ | Change |
|---|---|---|---|
| local | 0.168072 | 0.168072 | 0.000000 |
| augmentation | −0.008906 | −0.008906 | 0.000000 |
| $D$ part | −0.017925 | 0.005917 | 0.023843 |
| $\varepsilon q$ part | 0.004381 | −0.019461 | −0.023843 |
| total | 0.145622 | 0.145622 | 0.000000 |

The computed drift is $G_1=-0.031790$ bohr$^{-1}$. The predicted change of the $D$ part is $-cG_1=0.75\times0.031790=0.02384$ hartree/bohr, as found. The $D$ part even changes sign with the zero of potential, while the total stays at 0.145622 hartree/bohr, or 7.488 eV/Å.

On atom 2 the changes are smaller, $-0.001015$ and $+0.001015$ hartree/bohr, because $G_2=0.001353$ bohr$^{-1}$ is smaller in magnitude. The total there is $-0.145622$ hartree/bohr in both runs. The two forces add to zero, as they must when a common displacement of both atoms leaves the energy unchanged. They pull the atoms together, in a model that has no ion-ion repulsion.

**Comparison with the energy.** Finite differences of the self-consistent total energy use no force formula. They give 0.145622 hartree/bohr for atom 1 at both values of $c$. The energy itself rises from $-3.497991$ to $-0.497991$ hartree, by $cN=0.75\times4=3$ hartree. The numerical check tests these agreements for both atoms.

**The failures, in numbers.** Let the constant vary with the position of atom 1 at a rate of 0.05 hartree/bohr. The expected force on that atom is

$$
0.145622-4\times0.05=-0.054378\ \text{hartree/bohr},
$$

and the energy differences give the same value. At this rate, a zero of potential whose value depends on the position of the atom has reversed the sign of the force.

If instead the local potential is raised by 0.75 hartree while $D$ is left alone, the two occupied levels rise by 0.552 and 0.614 hartree. This was computed from the converged $H$ and $S$ at $c=0$, without a new self-consistent cycle. Neither level rises by the full 0.75. In this model all $q^I$ are diagonal with positive entries, so the missing operator $c\sum q|\beta\rangle\langle\beta|$ is nonnegative, and by the variational principle leaving it out cannot raise a level. The two shifts differ from each other, so the error is not a mere change of the energy zero.

## Calculated quantities

```
cell length 12.0 bohr, electrons 4
positions R1, R2 = 4.6, 7.3 bohr
plane waves 45, grid points 108
ion well depths 2.0, 1.6 hartree
shift c = 0.75 hartree
gap above occupied levels = 0.5349 hartree
c=0: eps1, eps2 = -0.773808, -0.459941 hartree
c=0: atom 1 D00 = -0.396140 hartree, q00 = 0.50
c=0: D00-eps1*q00 = -0.009236 hartree
c=0: D00-eps2*q00 = -0.166170 hartree
c=0: total energy = -3.497991 hartree
c>0: eps1, eps2 = -0.023808, 0.290059 hartree
c>0: atom 1 D00 = -0.021140 hartree, q00 = 0.50
c>0: D00-eps1*q00 = -0.009236 hartree
c>0: D00-eps2*q00 = -0.166170 hartree
c>0: total energy = -0.497991 hartree
energy change = 3.000000 hartree
max |H(c)-H(0)-c S| = 9.5e-15 hartree
max density change = 4.9e-15 1/bohr
forces below in hartree/bohr
atom 1: term, at c=0, at c>0, change
  local    0.168072   0.168072   0.000000
  aug     -0.008906  -0.008906   0.000000
  D       -0.017925   0.005917   0.023843
  eps_q    0.004381  -0.019461  -0.023843
  total    0.145622   0.145622   0.000000
  energy difference force, c=0: 0.145622
  energy difference force, c>0: 0.145622
  sum f q dP/dR = -0.031790 1/bohr
atom 2: term, at c=0, at c>0, change
  local   -0.158067  -0.158067   0.000000
  aug      0.003271   0.003271   0.000000
  D        0.002323   0.001308  -0.001015
  eps_q    0.006851   0.007866   0.001015
  total   -0.145622  -0.145622   0.000000
  energy difference force, c=0: -0.145622
  energy difference force, c>0: -0.145622
  sum f q dP/dR = 0.001353 1/bohr
total force on atom 1 = 7.4882 eV/angstrom
slope dc/dR1 = 0.05 hartree/bohr
force on atom 1 with slope = -0.054378 hartree/bohr
-N dc/dR1 = -0.200000 hartree/bohr
level shifts if D is left unshifted (hartree):
  0.552186, 0.613999
```
